# Why One Midgap Metal Gives Large Thresholds in Bulk Silicon CMOS

## The symptom

Put one midgap metal on both transistors of a short-channel bulk silicon process, and both become hard to turn on. With a body doping of $10^{18}\ \mathrm{cm^{-3}}$ and an equivalent oxide thickness (EOT) of 1 nm, the long-channel thresholds are about $+0.64$ V and $-0.64$ V. On a 1 V supply, nearly two thirds of the gate swing is spent reaching threshold. Changing the shared metal to rescue the n-channel device makes the p-channel device worse by the same amount, and thinning the dielectric removes only part of the problem.

The cause is a combination of two facts. A midgap gate gives no built-in help to either channel, and a short bulk device needs a heavily doped body, which makes the unaided threshold large.

## Conventions

Both devices are surface-channel transistors with source tied to body. The n-channel device has a uniform acceptor density $N$, and the p-channel device has an equal donor density. Both have the same EOT, written $t$, and no oxide charge at first. The threshold calculation is one-dimensional, with Boltzmann statistics, full dopant ionization and no quantum confinement. It therefore gives long-channel thresholds. In a 50 nm gate at $10^{18}\ \mathrm{cm^{-3}}$ with abrupt junctions 10 to 20 nm deep, the source and drain lower the magnitude by roughly 0.03 to 0.10 V, depending on junction depth and drain bias; this is left out below.

Let $\Phi_m$ be the effective work function of the gate: the value that gives the flat-band voltage on the actual dielectric, interface dipoles included, once the effect of oxide charge has been removed. Let $\Phi_i$ be the work function of intrinsic silicon, whose Fermi level is placed at the centre of the gap. The metal enters through

$$d=\frac{\Phi_m-\Phi_i}{q},$$

where $q>0$ is the elementary charge. A midgap metal has $d=0$; a metal nearer the conduction band has $d<0$.

The thermal voltage is $v=k_BT/q$. The magnitude of the bulk Fermi potential, $\varphi_F$, is the distance in volts between the Fermi level and the intrinsic level deep in the body. In the p-type body the hole and electron densities are

$$p_0=n_ie^{\varphi_F/v},\qquad n_0=n_ie^{-\varphi_F/v}.$$

Neutrality requires $N=p_0-n_0=2n_i\sinh(\varphi_F/v)$, hence

$$\varphi_F=v\,\operatorname{asinh}\frac{N}{2n_i}\approx v\ln\frac{N}{n_i}\qquad(N\gg n_i).$$

Threshold is defined by a surface band bending of magnitude $2\varphi_F$. The minority carrier density at the surface then equals the majority density in the bulk.

## The two threshold equations

The gate voltage supplies the flat-band voltage, the surface band bending $\psi_s$ and the voltage across the dielectric. If $Q_s$ is the charge per area in the silicon, the gate carries $-Q_s$, so

$$V_G=V_{FB}+\psi_s-\frac{Q_s}{C_{ox}},\qquad C_{ox}=\frac{\varepsilon_{ox}}{t}.$$

**The n-channel device.** In the p-type body the Fermi level lies $q\varphi_F$ below the intrinsic level. More energy is needed to take an electron from there to vacuum, so the silicon work function is $\Phi_i+q\varphi_F$ and

$$V_{FB}=\frac{\Phi_m-\Phi_i-q\varphi_F}{q}=d-\varphi_F.$$

At threshold $\psi_s=+2\varphi_F$. The silicon charge is negative, $Q_s=-Q_d$ with $Q_d>0$. Therefore

$$V_{Tn}=(d-\varphi_F)+2\varphi_F+\frac{Q_d}{C_{ox}}=d+\varphi_F+\frac{Q_d}{C_{ox}}.$$

**The p-channel device.** The Fermi level now lies above the intrinsic level, so $V_{FB}=d+\varphi_F$. The bending is $-2\varphi_F$ and the silicon charge is $+Q_d$:

$$V_{Tp}=(d+\varphi_F)-2\varphi_F-\frac{Q_d}{C_{ox}}=d-\varphi_F-\frac{Q_d}{C_{ox}}.$$

With the common quantity

$$B=\varphi_F+\frac{Q_d}{C_{ox}},$$

the pair becomes

$$V_{Tn}=d+B,\qquad V_{Tp}=d-B.$$

Every doping-related term changes sign between the devices. The metal term does not.

The energy picture explains why $\varphi_F$ survives. At threshold the intrinsic level at the n-channel surface lies $q\varphi_F$ below the body Fermi level. If the dielectric dropped no voltage, the Fermi level of a midgap metal would line up with that surface intrinsic level. The gate would then have to sit at $+\varphi_F$. The flat-band voltage pays for half of the $2\varphi_F$ bending; the other half must be applied.

## The charge at threshold

The value of $Q_d$ follows from Poisson's equation with both carriers retained. Let $\psi(y)$ be the potential relative to the neutral p-type bulk, with $y$ measured into the silicon. Then

$$\frac{d^2\psi}{dy^2}=\frac{q}{\varepsilon_s}\left(N+n_0e^{\psi/v}-p_0e^{-\psi/v}\right).$$

Multiply by $d\psi/dy$. The left side becomes the derivative of $\tfrac12(d\psi/dy)^2$. Integrate from the bulk, where the potential and field vanish, to the surface, where the field is $E_s$:

$$\frac{E_s^2}{2}=\frac{q}{\varepsilon_s}\int_0^{\psi_s}\left(N+n_0e^{\psi/v}-p_0e^{-\psi/v}\right)d\psi.$$

Gauss's law gives $|Q_s|=\varepsilon_sE_s$. Doing the integral,

$$Q_s^2=2q\varepsilon_s\left[N\psi_s+vn_0\left(e^{\psi_s/v}-1\right)-vp_0\left(1-e^{-\psi_s/v}\right)\right].$$

At $\psi_s=2\varphi_F$ we have $n_0e^{\psi_s/v}=p_0$ and $p_0e^{-\psi_s/v}=n_0$. The two carrier terms are $v(p_0-n_0)$ and $-v(p_0-n_0)$, and they cancel. What remains is

$$Q_d=\sqrt{4q\varepsilon_sN\varphi_F}.$$

This is the familiar depletion formula, but at this bending it gives the total silicon charge exactly within the stated model, including the few electrons already present. Exchanging electrons and holes gives the same magnitude for the n-type body.

A numerical solution of the nonlinear Poisson equation, with threshold located from its definition, reproduces both threshold equations to about a microvolt for several metals, dopings and EOTs. This tests the algebra, not the material assumptions, which the two calculations share.

## Why no shared metal helps

Subtracting the thresholds removes the metal:

$$V_{Tn}-V_{Tp}=2B.$$

A shared metal can slide the pair along the voltage axis but cannot bring its members together. For $d\ge0$ the larger magnitude is $|d+B|=B+d$. For $d\le0$ it is $|d-B|=B-d$. In both cases

$$\max\left(|V_{Tn}|,|V_{Tp}|\right)=B+|d|.$$

Midgap is therefore the best single choice by this measure. It treats the devices equally, and the remaining cost is $B$.

The conclusion does not depend on perfect symmetry. If the bodies or dielectrics differ, write $V_{Tn}=d+B_n$ and $V_{Tp}=d-B_p$. The difference is $B_n+B_p$, so the two magnitudes add up to at least this amount, and the larger is at least $(B_n+B_p)/2$. The choice $d=(B_p-B_n)/2$ reaches that value.

Fixed charge is no escape either. A sheet $Q_f$ at the silicon interface shifts the flat-band voltage by $-Q_f/C_{ox}$. If it is the same in both devices, it acts like a change of $d$ and leaves the difference at $2B$.

## How large is B?

The example uses rounded silicon values at 300 K: a gap of 1.1 eV, $n_i=10^{10}\ \mathrm{cm^{-3}}$ and relative permittivity 12. EOT refers to relative permittivity 3.9. For $N=10^{18}\ \mathrm{cm^{-3}}$,

$$\varphi_F=0.02585\ \mathrm V\times\ln10^8=0.476\ \mathrm V.$$

The charge formula gives $Q_d=5.69\times10^{-7}\ \mathrm{C/cm^2}$, and a 1 nm EOT gives $C_{ox}=3.45\times10^{-6}\ \mathrm{F/cm^2}$. Hence

$$\frac{Q_d}{C_{ox}}=0.165\ \mathrm V,\qquad B=0.476+0.165=0.641\ \mathrm V.$$

About three quarters of the threshold is the Fermi potential, which the dielectric does not influence.

Whether 0.64 V is too large depends on the circuit. Here the chosen supply is 1 V and the target magnitude is $V^*=0.30$ V, so the excess is 0.341 V. A circuit that wants a threshold near 0.6 V for low leakage could accept the midgap gate.

## Why a thinner dielectric is not enough

Define the depletion width by $W=Q_d/(qN)$. Since $Q_d^2=4q\varepsilon_sN\varphi_F$, division by $qN$ gives $Q_dW=4\varepsilon_s\varphi_F$. Replacing $Q_d$ by $4\varepsilon_s\varphi_F/W$ in $B$ yields

$$B=\varphi_F\left(1+4\,\frac{\varepsilon_s}{\varepsilon_{ox}}\,\frac{t}{W}\right).$$

At fixed doping, a smaller EOT reduces the second term alone. Going from 2 nm to 1 nm to 0.5 nm lowers $B$ from 0.806 V to 0.641 V to 0.559 V. The limit is $\varphi_F=0.476$ V, still well above the target. A high-k dielectric improves gate control, but it cannot remove this floor.

## Why lighter doping is not enough

The direct way to lower the floor is to reduce $N$. The dependence is logarithmic: one decade of doping changes $\varphi_F$ by $v\ln10$, about 60 mV. Meeting the 0.30 V target with a midgap gate, by the $2\varphi_F$ definition, requires $N=9.4\times10^{14}\ \mathrm{cm^{-3}}$, a reduction of about three decades. The depletion width then grows from 35.5 nm to 914 nm. Against a gate length of 50 nm, this is a different electrostatic situation.

Part of this gain is also an effect of the definition, because the surface density that marks threshold falls with $N$. At its 0.30 V threshold the lightly doped device holds about $1.9\times10^{9}$ electrons per $\mathrm{cm^2}$, against $4.9\times10^{10}$ for the heavily doped one, and it needs about 0.39 V to reach the larger value. For vanishing EOT the surface density under a midgap gate is $n_ie^{V_G/v}$ whatever the doping, and $N$ enters the sheet density only through the thickness of the electron layer. At fixed sheet density the floor therefore moves by about 30 mV per decade of doping, not 60 mV, so lighter doping helps even less than $\varphi_F$ suggests.

To see what the width does, consider a small change $u(x,y)$ in the potential of the depleted layer, caused by the drain. Here $x$ is the distance from the drain edge towards the source. The dopant charge is fixed and mobile charge is neglected, so $u$ obeys Laplace's equation. The neutral body holds $u=0$ at $y=W$, where the depletion edge is treated as fixed. The gate potential is also fixed. Treating the dielectric as a capacitor with a vertical field, continuity of displacement at the surface gives

$$\varepsilon_s\frac{\partial u}{\partial y}=C_{ox}u\qquad(y=0).$$

A solution that vanishes at $y=W$ and decays away from the drain is

$$u\propto\sin[k(W-y)]\,e^{-kx}.$$

Its derivative at the surface is proportional to $-k\cos(kW)$, so the boundary condition becomes

$$-\varepsilon_sk\cos(kW)=C_{ox}\sin(kW),$$

or

$$\tan(kW)=-\frac{\varepsilon_sk}{C_{ox}}.$$

The lowest positive root has $\pi/2<kW<\pi$. The slowest disturbance therefore has a decay length $\ell=1/k$ between $W/\pi$ and $2W/\pi$. When $\varepsilon_sk/C_{ox}$ is small, the root is near $\pi$. Writing $kW=\pi-\theta$ gives $\tan\theta=\varepsilon_sk/C_{ox}$, so $\theta\approx\varepsilon_sk/C_{ox}$ and

$$\ell\approx\frac{1}{\pi}\left(W+\frac{\varepsilon_s}{C_{ox}}\right).$$

For a 1 nm EOT, $\varepsilon_s/C_{ox}=(12/3.9)$ nm, about 3.1 nm. The heavily doped body thus has $\ell\approx(35.5+3.1)/\pi=12.3$ nm, in agreement with the full condition. Over half the gate length, 25 nm, this mode falls to $e^{-25/12.3}=0.13$ of its value at the drain edge. In the lightly doped body $\ell=292$ nm, and the factor is 0.92. 
The single exponential leaves out the source, which holds $u=0$ at $x=L$, where $L$ is the gate length. With this condition the mode varies along the channel as $\sinh[k(L-x)]$. Its midchannel value, relative to the drain edge, is
$$\frac{\sinh(kL/2)}{\sinh(kL)}=\frac{1}{2\cosh(L/2\ell)}.$$
This is still 0.13 for the heavily doped body, but 0.50 for the lightly doped one. One half is what a straight-line fall from drain to source would give, so in the lightly doped device the gate and body screen this mode hardly at all.

These factors are not drain-induced threshold shifts in volts. The starting amplitude depends on the junction shape, which is not modelled. Moreover, when $W$ greatly exceeds the gate length, a planar depletion layer under the gate is no longer a realistic picture. The mode is also largest about halfway down the depleted layer and small at the silicon surface. The estimate therefore points to weak control below the surface, where a leakage path can open between source and drain, and not to an equally large disturbance of the surface channel. It does not describe the failed transistor in detail.

The same result gives a necessary condition for design. Suppose the exponential factor $e^{-kx}$ of the slowest mode must fall to a fraction $r$ over half the gate length $L$. Then $\ell=L/[2\ln(1/r)]$ is the largest permitted decay length, and because $\ell>W/\pi$,

$$W<\frac{\pi L}{2\ln(1/r)}.$$

For $L=50$ nm and $r=0.13$, the bound is about 38 nm. In a uniformly doped body $N=4\varepsilon_s\varphi_F/(qW^2)$, so a narrow depletion layer demands heavy doping. Halving $W$ raises $N$ by slightly more than four times and $\varphi_F$ by slightly more than $v\ln4$, or 36 mV. The floor under the midgap threshold rises as the device is shortened, by about half this amount if threshold is taken at a fixed sheet density.

## What the excess threshold costs

The electron sheet density depends on $V_G-d$, because $d$ enters the gate equation as a shift of the voltage axis. Compare the midgap n-channel device with one whose metal has been tuned to a 0.30 V threshold. At $V_G=1$ V and negligible drain bias, the densities are $4.7\times10^{12}$ and $1.13\times10^{13}\ \mathrm{cm^{-2}}$. The midgap device has 42% of the tuned device's channel charge. These densities retain Boltzmann statistics, which are no longer accurate in such strong inversion. Fermi–Dirac statistics would lower both by roughly a tenth, depending on the effective density of states, but leave the ratio at about 42%. Quantum confinement matters more. The surface fields here are 1.3 and 2.3 MV/cm, and the classical electron layer is only 0.1 to 0.2 nm thick. An effective-mass Schrödinger–Poisson treatment of (100) silicon with a hard wall at the interface gives about $2.5\times10^{12}$ and $7.4\times10^{12}\ \mathrm{cm^{-2}}$ for the same two metals, a ratio near one third. The 42% is thus a result of the classical model.

The estimate $C_{ox}(V_G-V_T)$ would give a ratio of $0.359/0.700=0.51$. It overstates both charges, because the surface potential does not stop at $2\varphi_F$. With $Q_n$ the magnitude of the electron charge and $Q_b$ that of the remaining body charge, differentiating the gate equation gives

$$dQ_n=C_{ox}(dV_G-d\psi_s)-dQ_b.$$

Above threshold $\psi_s$ still rises slowly, and $Q_b$ does not fall, so the channel gains less than $C_{ox}dV_G$. With Boltzmann statistics, the loss of on-state charge is 90% of $C_{ox}$ times the excess threshold; with Fermi–Dirac statistics, it is nearer 80%, because the surface potential rises further. The shortfall weighs more on the midgap device, which has less charge to begin with.

At $V_G=0$ the advantage reverses. The midgap gate reduces the electron density from $1.6\times10^6$ to about $17\ \mathrm{cm^{-2}}$, or 5.0 decades. Such densities are statistical averages, far below one electron per small transistor, but they indicate how strongly diffusion through the channel is suppressed. They say nothing about junction leakage or tunnelling through the gate.

The mean exchange rate is $341/4.97=68.6$ mV per decade. The ideal value is $v\ln10$, about 60 mV. Part of the gate voltage is lost across the dielectric, which multiplies the ideal value by $1+\varepsilon_s/(WC_{ox})$. With the depletion width at threshold this gives 64.7 mV. Below threshold the depletion layer is thinner and its capacitance larger, which raises the swing further. A second effect is of similar size. Near the surface the potential falls almost linearly, so the electron density falls as $e^{-E_sy/v}$ and the electrons occupy a layer of thickness about $v/E_s$. As the gate voltage rises, $E_s$ grows and this layer narrows, so the sheet density rises more slowly than the density at the surface.

The midgap device is therefore not defective in every respect. It buys about five more decades of off-state suppression than the target requires, and pays with more than half of the on-state charge.

## What to do about it

The devices need different effective work functions. Setting $d_n+B=V^*$ and $d_p-B=-V^*$ gives

$$d_n=-(B-V^*),\qquad d_p=+(B-V^*).$$

In the example the shifts are $-0.341$ V and $+0.341$ V. The n-channel metal lies 0.341 eV from midgap towards the conduction band, and the p-channel metal equally far towards the valence band. Their separation is

$$2q(B-V^*)=0.682\ \mathrm{eV},$$

or 62% of the gap. Using the n-tuned metal on both devices would give thresholds of $+0.30$ V and $-0.98$ V, leaving the p-channel transistor almost no overdrive on a 1 V supply.

Metals at the band edges are not automatically the right choice. At the conduction-band edge $d=-0.55$ V, and the n-channel threshold would be $0.641-0.55=0.09$ V, too low for this target. With $E_g$ the gap, a band-edge pair meets the target when $B=V^*+E_g/(2q)=0.85$ V, which calls for heavier doping or a thicker EOT than in the example.

The quantity to control is the effective work function on the finished stack. An error in it moves the threshold volt for volt. If processing pulls the n-channel metal 50 meV towards midgap, its threshold rises by 50 mV. At 69 mV per decade, the off-state density changes by about 0.7 decade. Moving the n- and p-channel metals towards each other by 50 meV each raises both threshold magnitudes.

The argument rests on the link between short-channel control and uniform body doping. A thin undoped body breaks that link, because its thickness, rather than its doping, limits the depth of the electrostatic problem. A counter-doped surface, or a retrograde profile that is lightly doped at the surface and heavily doped below, breaks the assumption of uniform charge. Neither is described by the present $B$, and a midgap gate must be judged afresh there. Within a conventional bulk device, quantum confinement does not rescue the single metal: it raises the lowest channel energy, so more band bending is needed for the same carrier density, about 0.09 V more gate voltage for electrons at threshold in the example. The full set of values is in the numerical output below.

## Computed results

```
Temperature: 300 K; thermal voltage: 0.02585 V
Silicon gap (rounded): 1.10 eV; n_i: 1.0e+10 cm^-3
Relative permittivity, silicon: 12.0; EOT ref.: 3.9
Body doping: 1.0e+18 cm^-3; EOT: 1.00 nm
Supply: 1.00 V; target threshold: 0.30 V
Fermi potential phi_F: 0.4762 V
Depletion charge Q_d: 5.694e-07 C/cm^2
Gate capacitance C_ox: 3.453e-06 F/cm^2
Oxide drop Q_d/C_ox: 0.1649 V
Threshold magnitude B with midgap metal: 0.6411 V
B as share of supply: 64.1 %
Thresholds from numerical Poisson solution:
  midgap: d = +0.0000 V, V_Tn = +0.6411 V, V_Tp = -0.6411 V
  n-tuned: d = -0.3411 V, V_Tn = +0.3000 V, V_Tp = -0.9822 V
  p-tuned: d = +0.3411 V, V_Tn = +0.9822 V, V_Tp = -0.3000 V
Largest formula-numerics difference, all cases: 0.0011 mV
B at EOT 2.0 nm, same doping: 0.8060 V
B at EOT 1.0 nm, same doping: 0.6411 V
B at EOT 0.5 nm, same doping: 0.5587 V
Work-function shift needed per device: 0.3411 eV
Separation of the two metals: 0.6822 eV
Separation as share of gap: 62.0 %
V_Tn with metal at conduction-band edge: 0.0911 V
Doping for midgap to meet target: 9.394e+14 cm^-3
Gate length considered: 50 nm
heavy doping: depletion width 35.5 nm, decay length 12.3 nm
  leading-mode factor over half the gate length: 0.130
light doping: depletion width 914.3 nm, decay length 292.0 nm
  leading-mode factor over half the gate length: 0.918
On-state electrons, midgap: 4.737e+12 cm^-2
On-state electrons, n-tuned: 1.134e+13 cm^-2
On-state ratio midgap/n-tuned: 0.418
Lost on-charge / (C_ox * threshold excess): 0.898
Off-state electrons, midgap: 1.731e+01 cm^-2
Off-state electrons, n-tuned: 1.612e+06 cm^-2
Off-state reduction by midgap: 4.97 decades
Mean swing over that range: 68.6 mV/decade
```
